# Pore-Size Distributions from Adsorption Isotherms by Nonnegative Tikhonov Inversion

## A case that can be inverted by eye

Take a film full of independent cylindrical pores, and suppose that a pore is either empty or completely filled with liquid. At relative vapour pressure $x=p/p_0$, all pores with radius below some $r_c(x)$ are filled. Let $g(u)$, with $u=\ln r$, be the pore volume per film volume and per unit $u$. The liquid-filled fraction of the film is then

$$V=\int_{-\infty}^{\ln r_c} g(u)\,du ,\qquad g(\ln r_c)=\frac{dV}{d\ln r_c}.$$

The distribution is the slope of the isotherm. This suggests a naive scheme: convert each pressure to a radius and take differences.

Two things go wrong. The first is noise. If neighbouring readings are a distance $h$ apart in $\ln r_c$ and carry independent errors of standard deviation $\sigma$, the difference quotient has standard deviation $\sqrt2\,\sigma/h$. With 60 readings spread evenly in $\ln r_c$ between radii of 0.8 and 8 nm, $h=\ln 10/60=0.0384$. For $\sigma=0.002$ in film fraction the error of $g$ is $0.0028/0.0384=0.074$, or 14% of a peak of height 0.53. Halving the spacing doubles the error, so denser data make this estimate worse.

The second fault is physical. An emptied pore keeps an adsorbed film on its wall. The film shifts the pressure at which the pore empties, and it thins as the pressure falls. Part of the slope of $V$ therefore comes from pores that emptied earlier. The film is treated first, because no treatment of noise can repair a wrong response function.

## The response of one pore

The pore is an open, wetted cylinder of radius $r$, with film thickness $t$ and core radius $a=r-t$. The vapour is ideal and the liquid incompressible, with molar volume $v$. Equality of chemical potentials puts the liquid at a pressure below saturation by

$$\Delta=\frac{RT}{v}\ln\frac1x .$$

The vapour pressure itself, at most a few kPa here, is negligible beside $\Delta$, which exceeds 2 MPa at all pressures used below. Each unit volume of liquid thus costs a grand potential $\Delta$. The liquid–vapour surface costs $\gamma$ per area. The attraction of the wall enters through a disjoining pressure $\Pi(t)=C/t^3$, with $C=A_H/6\pi$ and $A_H$ the Hamaker constant. The law for a flat wall is used for the curved one, which is an approximation.

Compare a pore holding a film with the same pore full. Emptying the core saves $\pi a^2\Delta$, creates a surface $2\pi a\gamma$ per length, and costs the work against the wall attraction. Divided by $\pi$, the difference per length is

$$W(a)=-\Delta a^2+2\gamma a+2\int_0^a s\,\Pi(r-s)\,ds .$$

Its derivative is $2a\,[\gamma/a+\Pi(r-a)-\Delta]$, so a film in equilibrium obeys

$$\Delta=\frac{\gamma}{a}+\frac{C}{t^3}. \tag{1}$$

At such a point $W''=2a\,(3C/t^4-\gamma/a^2)$. The film is stable if $3C/t^4>\gamma/a^2$, which selects the thinner of the two solutions.

On the equilibrium branch the pore empties when $W=0$. With $y=r-s$ the integral is

$$\int_t^r (r-y)\frac{C}{y^3}dy
=C\left[\frac r2\left(\frac1{t^2}-\frac1{r^2}\right)-\left(\frac1t-\frac1r\right)\right]
=\frac{C(r-t)^2}{2rt^2}=\frac{Ca^2}{2rt^2}.$$

Setting $W=0$ and dividing by $a^2$ gives $\Delta=2\gamma/a+C/(rt^2)$. Subtracting (1) leaves

$$\frac{\gamma}{a}=\frac{C}{t^3}-\frac{C}{rt^2}=\frac{C(r-t)}{rt^3}=\frac{Ca}{rt^3},$$

$$\gamma\, r\,t^3=C(r-t)^2. \tag{2}$$

For $0<t<r$ the left side rises from zero and the right side falls to zero, so there is one root. It is stable, because (2) gives $\gamma/a^2=C/(rt^3)$, and this is below $3C/t^4$ whenever $t<3r$.

Equation (2) also says $C/t^3=\gamma r/a^2$. Inserted in (1), this gives the emptying undersaturation

$$\Delta_e(r)=\gamma\,\frac{a+r}{a^2}=\gamma\,\frac{2r-t}{(r-t)^2}.$$

Without a film this is the Kelvin value $2\gamma/r$. For $t\ll r$ the expansion is $(\gamma/r)(2+3t/r+\dots)$, which to this order equals $2\gamma/(r-\tfrac32t)$. The film therefore counts one and a half times. Narrowing the core changes $2\gamma/r$ to $2\gamma/a$, which supplies $2t/r$ in the bracket. The core liquid must also be removed against the attraction of the wall, and this term, $C/(rt^2)=\gamma t/a^2$, supplies the remaining $t/r$.

Wider pores empty at higher pressure. At fixed $t$ the ratio $(r-t)^2/r$ increases with $r$, so the root $t$ of (2) increases. Then $a^2=\gamma rt^3/C$ increases too, and both terms of (1) fall.

The single-pore kernel, the filled fraction of a pore, is thus

$$K(x,r)=\begin{cases}1, & \Delta\le\Delta_e(r),\\ 1-(1-t/r)^2, & \Delta>\Delta_e(r),\end{cases}$$

with $t$ the stable solution of (1). The isotherm is $V(x)=\int K(x,r)\,g(u)\,du$.

For numbers, take rough values for toluene at 298 K: $\gamma=28$ mN/m, which is 28 MPa nm, $v=106$ cm³/mol, and an assumed $A_H=2\times10^{-20}$ J for the liquid on the pore wall. Then $C=1.061$ MPa nm³ and $RT/v=23.375$ MPa. At $r=1.5$ nm, (2) gives $t=0.326$ nm and $a=1.174$ nm, so

$$\Delta_e=28\times\frac{1.174+1.5}{1.174^2}\approx54.3\ \text{MPa}.$$

Without rounding $t$ the value is 54.36 MPa, and $x=e^{-54.36/23.375}=0.098$. The film-free rule would assign to this pressure the radius $2\times28/54.36=1.03$ nm, a third too small. At $r=3.0$ nm, $t=0.436$ nm, $\Delta_e=23.70$ MPa and $x=0.363$. In a test at both radii, direct numerical minimization of $W$ gave the same $\Delta_e$ to one part in $10^5$.

When the 1.5 nm pore empties, it loses the fraction $(a/r)^2=0.61$ of its liquid. The rest leaves gradually at lower pressures and overlaps with the signal of narrower pores. Differencing alone does not separate the two contributions, but a fit of the whole isotherm with the right kernel can.

## Fitting, and why positivity is not enough

Divide $u$ into cells of width $h$ and let $g$ be constant, $g_j$, in each. The prediction for reading $i$ is $\sum_jA_{ij}g_j$, where $A_{ij}$ is the integral of $K(x_i,r)$ over cell $j$. Integrating over the cell matters because $K$ jumps inside it. The weighted misfit is

$$\rho=\sum_i\left(\frac{(Ag)_i-V_i}{\sigma}\right)^2 .$$

A volume cannot be negative, so $g_j\ge0$. This forbids oscillations about zero, but not a row of narrow spikes with gaps between them, whose running integral follows the data and their noise.

The remedy is a price on roughness. Minimize

$$F=\rho+\alpha\eta,\qquad \eta=\int (g'')^2du,\qquad g\ge0 .$$

In discrete form $\eta=|Lg|^2$, with $(Lg)_j=\sqrt h\,(g_{j-1}-2g_j+g_{j+1})/h^2$ and $g=0$ outside the grid.

The film-free case shows what the penalty does. Let there be $n$ readings per unit of $\ln r_c$, and ignore boundaries and positivity. A Fourier component $\hat g$ of wavenumber $k$ contributes $\hat g/(ik)$ to $V$, so its share of $F$ is

$$\frac n{\sigma^2}\left|\frac{\hat g}{ik}-\hat V\right|^2+\alpha k^4|\hat g|^2 .$$

Setting the derivative with respect to $\hat g^*$ to zero gives

$$\frac{n}{\sigma^2k^2}(\hat g-ik\hat V)+\alpha k^4\hat g=0,\qquad
\hat g=\frac{ik\hat V}{1+(k/k_c)^6},\qquad k_c=\left(\frac{n}{\alpha\sigma^2}\right)^{1/6}. \tag{3}$$

The numerator is the naive derivative, and the denominator cuts it off beyond $k_c$. The sixth root is forgiving: a factor of ten in $\alpha$ changes the resolution length $1/k_c$ by a factor of 1.5.

With positivity, the problem is nonnegative least squares for the matrix formed by stacking $A/\sigma$ on $\sqrt\alpha\,L$, with data $V/\sigma$ above zeros. Write $B=A/\sigma$, $b=V/\sigma$ and $q=B^T(Bg-b)+\alpha L^TLg$, half the gradient of $F$. The solution is recognized by

$$g_j\ge0,\qquad q_j\ge0,\qquad g_jq_j=0 .$$

These conditions suffice. For any other admissible $g'$, with $d=g'-g$,

$$F(g')-F(g)=2q\cdot d+|Bd|^2+\alpha|Ld|^2\ \ge\ 2q\cdot g'\ \ge0,$$

where $q\cdot g=0$ was used. The second-difference matrix with zero ends is invertible, so $|Ld|^2>0$ for $d\neq0$ and the minimum is unique.

## Choosing the strength of smoothing

Let $(\rho_1,\eta_1)$ and $(\rho_2,\eta_2)$ be the values at the minima for $\alpha_1<\alpha_2$. Each solution is best for its own $\alpha$:

$$\rho_1+\alpha_1\eta_1\le\rho_2+\alpha_1\eta_2,\qquad \rho_2+\alpha_2\eta_2\le\rho_1+\alpha_2\eta_1 .$$

Rearranged, the two statements are

$$\alpha_1(\eta_1-\eta_2)\le\rho_2-\rho_1\le\alpha_2(\eta_1-\eta_2).$$

The outer terms require $\eta_1\ge\eta_2$, so roughness cannot increase with $\alpha$ and misfit cannot decrease. As $\alpha_2\to\alpha_1$,

$$d\rho=-\alpha\,d\eta . \tag{4}$$

Positivity does not disturb this argument, since both solutions are admissible in both comparisons.

The L-curve is the plot of $\ln\eta$ against $\ln\rho$. By (4) its slope is

$$\frac{d\ln\eta}{d\ln\rho}=\frac{\rho}{\eta}\frac{d\eta}{d\rho}=-\frac{\rho}{\alpha\eta}.$$

On the steep part, more smoothing removes much roughness for little misfit; on the flat part the bargain is reversed. A natural corner is the point of slope $-1$, where $\rho=\alpha\eta$. It can be found without derivatives, because

$$d\ln(\rho\eta)=-\frac{\alpha\,d\eta}{\rho}+\frac{d\eta}{\eta}=\left(1-\frac{\alpha\eta}{\rho}\right)d\ln\eta .$$

Since $\eta$ falls, the product $\rho\eta$ falls while $\alpha\eta<\rho$ and rises while $\alpha\eta>\rho$. A corner, where $\alpha\eta$ rises through $\rho$, is therefore a local minimum of $\rho\eta$. Where $\alpha\eta$ falls back through $\rho$ the slope is also $-1$, but the product has a maximum, and such a point is not counted as a corner. A corner need not coincide with the point of greatest curvature, and nothing here proves that it gives the most accurate $g$. That has to be tried on data whose answer is known.

## A bimodal film

The synthetic film has two log-normal modes, at 1.5 and 3.0 nm, holding 0.15 and 0.20 of the film volume, each with standard deviation 0.15 in $\ln r$. Sixty pressures, evenly spaced in $\sqrt x$, run from $x=0.010$ to 0.90. The isotherm is computed from the continuous distribution on a finer and wider grid than the 60 cells used for inversion, so the inversion does not meet its own discretization. The two descriptions differ by at most 0.0002, a tenth of the added Gaussian noise of 0.002.

For one data set the L-curve runs as follows. The error is the root-sum-square deviation of $g$ relative to the norm of the true $g$.

| $\alpha$ | $\rho$ | $\eta$ | error |
|---|---|---|---|
| $10^{-5}$ | 16.5 | 120579 | 0.43 |
| $10^{-2}$ | 29.5 | 382 | 0.07 |
| 0.316 | 40.0 | 172 | 0.04 |
| 10 | 415 | 39.5 | 0.25 |
| $10^4$ | 3350 | 0.280 | 0.56 |
| $3.16\times10^5$ | 9806 | 0.207 | 0.58 |

The first row has the weakest smoothing, the smallest misfit and a poor distribution. The true $g$ would give $\rho$ near 60, one per reading, so 16.5 means that noise has been fitted.

The corner lies at $\alpha=0.200$, with $\rho=36.8$ and $\eta=184$; indeed $0.1997\times184.4=36.8$. A finite-difference test of (4), between values of $\alpha$ 1% either side, gave a ratio $-d\rho/(\alpha\,d\eta)$ of 0.99997. The error of $g$ is 0.041. At 1.51 nm the recovered value is 0.401 against a true 0.399, in the valley at 2.13 nm it is 0.062 against 0.065, and at 3.01 nm it is 0.526 against 0.532. A small false tail of 0.003 remains at 6 nm. At the same $\alpha$ without positivity, $g$ dips to $-0.019$ and the error is 0.050. Positivity helps modestly here; the smoothing does most of the work.

The table holds a warning. At $\alpha=0.316$, $\alpha\eta=54$ exceeds $\rho=40$, so the first corner has been passed. At $\alpha=10^4$, $\alpha\eta=2800$ is again below $\rho=3350$, and at $3.16\times10^5$ it is far above. There is a second corner between the last two rows. Its product $\rho\eta$ is lower than that of the first: already at $10^4$ it is 938, against 6790. A search for the lowest product over the range of the table would choose the second corner, just above $\alpha=10^4$, and an error near 0.56. Extended to much larger $\alpha$ it would do worse still, because $g$ and the product then both go to zero. The scheme therefore scans upward from weak smoothing, in half-decade steps, and takes the first minimum.

One data set may be lucky, so the noise was redrawn 16 times. Peaks were counted without using the known answer, as maxima standing out by at least 10% of the highest value. Two were found every time. The mean error was 0.052, against 0.046 for the best $\alpha$ on each scan, which can be identified only when the truth is known, and 0.45 at the weakest $\alpha$. Splitting the distribution at 2.12 nm gave volumes of $0.1491\pm0.0007$ and $0.2012\pm0.0007$ (standard deviation between data sets), where the truth split in the same way is 0.1495 and 0.2005. The single data set above gave 0.1481 and 0.2039, the latter almost four of these deviations from the mean, so 16 draws understate the scatter of the volumes; 60 draws give standard deviations of about 0.0012 and 0.0014. The mean radii, taken as the exponential of the volume-weighted mean of $u$ in each part, were $1.497\pm0.004$ and $3.005\pm0.011$ nm. In a control with one broad mode at 2.1 nm, none of 16 inversions split it in two.

## Where the corner rule fails

Raise the noise fivefold, to 0.01, and keep everything else. In all eight data sets the scan finds a corner, and in all eight the result has lost its two peaks. The mean error is 0.56. Yet the information is still in the data: with the best scanned $\alpha$, all eight show two peaks and the mean error is 0.12.

The chosen $\alpha$ lies between 625 and 816. Equation (3) gives a rough idea of the consequence. With $n=60/\ln10=26$, $\sigma=0.01$ and $\alpha=700$, $k_c\approx(26/0.07)^{1/6}=2.7$. Two peaks separated by $\ln2=0.69$ need wavenumbers near $2\pi/0.69=9.1$, which are suppressed by $(9.1/2.7)^6$, more than a thousandfold. For the low-noise corner the same estimate gives $k_c\approx18$, and the peaks survive. With strong noise the first corner has disappeared: at weak smoothing $\alpha\eta$ rises only to between a sixth and a third of $\rho$ and falls back. The corner that remains belongs to the distribution as a whole, not to its modes. The loss does not wait for fivefold noise: at threefold noise, 0.006, a half-decade scan missed the first corner in six draws out of six, again with errors near 0.56.

The misfit exposes the failure. For the true $g$, $\rho/60$ has mean 1 and standard deviation $\sqrt{2/60}=0.18$. At the bad corners it is 2.8 to 3.6. At the low-noise corners of the 16 replicates it is 0.63 to 1.34, where values below 1 are expected because a fit absorbs some noise. The design thus needs a second condition: when $\sigma$ is known, a corner with $\rho$ many standard deviations above the number of readings is to be rejected. A reasonable replacement is the $\alpha$ at which $\rho$ equals that number, though it is only a partial repair: in 12 draws at noise 0.01 it gave two peaks in ten, with errors between 0.14 and 0.38.

This safeguard detects the oversmoothing at noise 0.01, but it weakens as the noise grows, because the excess misfit of the bad corner scales roughly as $1/\sigma^2$. At noise 0.02 bad corners have $\rho/60$ of about 1.3 to 2.0, and at 0.03 about 0.9 to 1.8, which overlaps the values of good corners (up to about 1.6 in 60 low-noise draws). It can also miss a wrong kernel. Data generated with twice the Hamaker constant, but inverted with the original kernel at the same $\alpha=0.200$ and the same noise draw, give $\rho/60=0.72$, a perfectly acceptable fit. The mean radii are 1.33 and 2.90 nm in place of 1.49 and 3.03 nm, and the smaller mode gains a tenth in volume. With the correct kernel the same noise draw gave 0.61, but without that comparison the value 0.72 raises no suspicion. A distribution can absorb an error in the physics so well that the residuals do not reveal it.

## Against a real porous film

The example is modelled on toluene porosimetry of a thin porous film, with rough liquid parameters. The kernel is least secure for the narrowest pores. The computed films, 0.33 and 0.44 nm thick at emptying, are thinner than the 0.56 nm cube root of the volume per toluene molecule, so a continuum film is an extrapolation. The value and even the sign of $A_H$ depend on the wall. Toluene, with a refractive index near 1.50, is more refractive than silica-like walls, and for these a Lifshitz estimate gives a dispersion term of the opposite sign; $+2\times10^{-20}$ J corresponds to a wall of index between about 1.6 and 1.75. For silica-like films the $C/t^3$ law is therefore a model of a wetting wall, not the known film isotherm. The flat-wall form also matters: integrating the same attraction over a cylindrical wall would make true radii of 1.5 and 3.0 nm read as about 1.45 and 2.96 nm.

The largest computed shift comes from the choice of branch. On adsorption, an ideal open pore may stay unfilled until its film becomes unstable, at the minimum of $\gamma/a+C/(r-a)^3$. Read with the equilibrium kernel, true radii of 1.5 and 3.0 nm would then appear as 2.1 and 4.6 nm. Desorption has its own weakness in connected pores: a 3 nm cavity that can empty only through a 1.5 nm neck is reported as 1.5 nm, if no bubble forms inside it first. That condition is doubtful here: at a tension of 54 MPa the classical nucleation barrier $16\pi\gamma^3/(3\Delta^2)$ is only about 30 times the thermal energy $k_BT$, so a bubble may well form earlier, and the reported radius would then lie between the two.

Smaller effects matter too. A surface tension reduced by the factor $1-\delta/a$, with an assumed $\delta=0.1$ nm, moves the apparent radii to 1.60 and 3.10 nm. If the sample is 1 K warmer than believed, its true $p/p_0$ is lower by about 5%, and from this change of $p_0$ alone the radii read 1.53 and 3.14 nm; the changes of $RT/v$ and $\gamma$ with temperature add about 0.02 nm to the larger one. Capillary tension divided by an assumed modulus of 5 GPa sets a strain scale of 1.1% at the emptying of the smaller mode, which can alter an optically measured filling.

Each of the computed shifts in radius exceeds the replicate scatter of the mean radii, 0.004 and 0.011 nm. That scatter measures how well the inversion handles noise when its kernel is right; it is not the uncertainty of a pore radius in a real film.

## Calculated quantities

```
Temperature 298 K; surface tension 28 mN/m
Molar volume 106 cm3/mol; Hamaker 2.0e-20 J
C = 1.0610 MPa nm3; RT/v = 23.375 MPa
True mode r=1.5 nm: film fraction 0.15, ln-width 0.15
  emptying: t=0.326 nm, delta=54.36 MPa, p/p0=0.0977, p=2.74 Torr
True mode r=3.0 nm: film fraction 0.20, ln-width 0.15
  emptying: t=0.436 nm, delta=23.70 MPa, p/p0=0.3628, p=10.16 Torr
Data 60, p/p0 0.0100 to 0.9025; cells 60, r 0.8 to 8.0 nm
Noise 0.0020; max discretization error 0.000204 (film fraction)
L-curve: alpha, rho, eta, relative error (all dimensionless)
  1.00e-05 16.50 120578.613 0.428
  3.16e-04 21.55 6723.531 0.182
  1.00e-02 29.48 381.855 0.069
  3.16e-01 40.04 171.779 0.040
  1.00e+01 414.97 39.499 0.252
  3.16e+02 1778.27 1.492 0.496
  1.00e+04 3349.78 0.280 0.558
  3.16e+05 9806.15 0.207 0.581
Corner alpha=0.1997, rho=36.83, eta=184.40
Corner rho/(alpha eta)=0.9999; -d rho/(alpha d eta)=0.99997
Corner rho/data count=0.614; relative error=0.041
Unconstrained: minimum g=-0.0194, relative error=0.050
Distribution: r (nm), true g, recovered g (dimensionless)
  0.988 0.0083 0.0000
  1.507 0.3988 0.4013
  2.129 0.0651 0.0620
  3.007 0.5319 0.5260
  3.933 0.1042 0.1035
  5.999 0.0000 0.0028
Summary split at r=2.121 nm: V1, V2 (film fraction), mean r1, r2 (nm)
  true: 0.1495 0.2005 1.4965 3.0002
  one data set: 0.1481 0.2039 1.4895 3.0299
  replicate mean: 0.1491 0.2012 1.4967 3.0053
  replicate std: 0.0007 0.0007 0.0040 0.0110
  doubled Hamaker data: 0.1626 0.1895 1.3304 2.8966
Two peaks found at the corner: 16/16
Unimodal control (r=2.1 nm, ln-width 0.30) split: 0/16
Mean relative error: corner 0.052, weakest alpha 0.452, best scanned 0.046
Replicate corner alpha: 0.247 to 0.586; rho/data count 0.625 to 1.337
5x noise: corner exists 8/8; two peaks at those corners 0/8
5x noise, largest alpha*eta/rho on scan: 5.481 to 6.298
5x noise, best scanned alpha: mean relative error 0.121, two peaks 8/8
5x noise, existing corners: mean relative error 0.563
  alpha 625 to 816; rho/data count 2.758 to 3.570
Doubled Hamaker data: rho/data count=0.715
Apparent r for true 1.5 nm: adsorption branch 2.111 nm, curved tension 1.597 nm, sample 1 K warmer 1.527 nm
  elastic strain scale 1.09 %
Apparent r for true 3.0 nm: adsorption branch 4.552 nm, curved tension 3.097 nm, sample 1 K warmer 3.138 nm
  elastic strain scale 0.47 %
Assumed: Tolman length 0.1 nm, modulus 5 GPa, p0 28 Torr, heat of vaporization 38 kJ/mol
Molecular size from liquid volume: 0.560 nm
```
